# The Magnetic Field Where a Donor's Cyclotron Energy Equals Twice Its Rydberg: test program

```python
"""
Result under test: for a donor electron of effective mass m (electron masses)
in a medium of dielectric constant kappa, the cyclotron energy B/m equals twice
the donor Rydberg m/(2 kappa^2) at the magnetic field B = m^2/kappa^2.
Hartree atomic units; B in units of hbar/(e a0^2).
gamma = cyclotron energy / (2 Rydberg).  Spin is left out.
The donor state in a field has zero angular momentum along the field.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import (eval_genlaguerre, eval_legendre, gammaln,
                           roots_laguerre, roots_legendre)


def landau_levels(mass, field, shift=1.5):
    """Two lowest levels and rms width of the lowest orbit, Landau gauge,
    by finite differences; shift sets the conserved momentum k."""
    unit = 1 / np.sqrt(field)              # sets the grid only
    x = np.linspace(-10 * unit, 10 * unit, 2001)
    h = x[1] - x[0]
    k = shift / unit
    diagonal = 1 / (mass * h**2) + (k + field * x)**2 / (2 * mass)
    off = np.full(len(x) - 1, -1 / (2 * mass * h**2))
    energy, vec = eigh_tridiagonal(diagonal, off, select='i',
                                   select_range=(0, 1))
    p = vec[:, 0]**2
    mean = np.sum(p * x)
    return energy, np.sqrt(np.sum(p * (x - mean)**2))


def donor_matrices(mass, kappa, scale=1.3, n_rad=22, l_max=12):
    """Zero-field Hamiltonian, rho^2 and 1/r in an orthonormal basis of
    Laguerre functions times Legendre polynomials of even l."""
    x, w = roots_laguerre(50)
    c, wc = roots_legendre(40)
    q = 2 * scale * mass / kappa           # x = q r
    ls = list(range(0, l_max + 1, 2))
    size = n_rad * len(ls)
    h0, rho2, inv_r = (np.zeros((size, size)) for _ in range(3))
    funcs, ders, angs = [], [], []
    for l in ls:
        f, d = [], []
        for n in range(n_rad):
            norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2 * l + 3)))
            lag = eval_genlaguerre(n, 2 * l + 2, x)
            dlag = -eval_genlaguerre(n - 1, 2 * l + 3, x) if n else 0 * x
            poly = norm * x**(l + 1) * lag
            dpoly = norm * ((l + 1) * x**l * lag + x**(l + 1) * dlag)
            f.append(poly)
            d.append(dpoly - poly / 2)
        funcs.append(np.array(f))
        ders.append(np.array(d))
        angs.append(np.sqrt(l + 0.5) * eval_legendre(l, c))
    for i, l in enumerate(ls):
        a = slice(i * n_rad, (i + 1) * n_rad)
        f, d = funcs[i], ders[i]
        inv_r[a, a] = q * (f * w / x) @ f.T
        kinetic = (d * w) @ d.T + l * (l + 1) * (f * w / x**2) @ f.T
        h0[a, a] = q**2 * kinetic / (2 * mass) - inv_r[a, a] / kappa
        for j in range(len(ls)):
            b = slice(j * n_rad, (j + 1) * n_rad)
            angular = np.sum(wc * angs[i] * angs[j] * (1 - c**2))
            rho2[a, b] = angular * (f * w * x**2) @ funcs[j].T / q**2
    return h0, rho2, inv_r


def ground(matrices, mass, field):
    h = matrices[0] + field**2 * matrices[1] / (8 * mass)
    e, v = eigh((h + h.T) / 2, subset_by_index=[0, 0])
    return e[0], v[:, 0]


def field_formula(mass, kappa):
    return mass**2 / kappa**2


# Match the two numerically computed energies, for two parameter sets.
roots = []
for mass, kappa in ((0.2, 10.0), (0.12, 16.0)):
    mats = donor_matrices(mass, kappa)
    e_zero, v_zero = ground(mats, mass, 0.0)
    rydberg = -e_zero
    assert abs(rydberg / (mass / (2 * kappa**2)) - 1) < 1e-8

    def mismatch(b):
        levels = landau_levels(mass, b)[0]
        return (levels[1] - levels[0]) / (2 * rydberg) - 1

    root = brentq(mismatch, 1e-5, 2e-3, xtol=1e-12)
    # finite-difference spacing error is of order (grid step)^2
    assert abs(root / field_formula(mass, kappa) - 1) < 1e-4
    roots.append(root)

# The last parameter set is the worked example.
b_req = field_formula(mass, kappa)
bohr = kappa / mass
mag_length = 1 / np.sqrt(b_req)
levels, width = landau_levels(mass, b_req)
levels_other_k, _ = landau_levels(mass, b_req, shift=-0.7)
assert np.allclose(levels, levels_other_k, rtol=1e-5)
assert abs(levels[0] / rydberg - 1) < 1e-4       # zero-point energy = Rydberg
inverse_radius = v_zero @ mats[2] @ v_zero
assert abs(inverse_radius * bohr - 1) < 1e-7
assert abs(width * np.sqrt(2) * inverse_radius - 1) < 1e-4

# Conversion to tesla, checked by solving the condition in SI units.
tesla = sc.physical_constants['atomic unit of mag. flux density'][0]
ry_joule = sc.physical_constants['Rydberg constant times hc in J'][0]
hartree_mev = sc.physical_constants['Hartree energy in eV'][0] * 1000
b_si = 2 * ry_joule * mass / kappa**2 * mass * sc.m_e / (sc.hbar * sc.e)
assert abs(b_si / (b_req * tesla) - 1) < 1e-7
assert 12.5 < b_si < 13.5

# Donor in the field: weak-field law, then the required field.
rho2_mean = v_zero @ mats[1] @ v_zero
assert abs(rho2_mean / (2 * bohr**2) - 1) < 1e-7
gamma_weak = 0.05
rise_weak = ground(mats, mass, gamma_weak * b_req)[0] - e_zero
ratio_weak = rise_weak / (gamma_weak**2 * rydberg / 2)
assert abs(ratio_weak - 1) < 5e-3                # next order is gamma^2
e_field, _ = ground(mats, mass, b_req)
mats2 = donor_matrices(mass, kappa, scale=1.6, n_rad=20, l_max=10)
e_field2, _ = ground(mats2, mass, b_req)
assert abs(e_field - e_field2) / rydberg < 5e-5  # basis convergence
rise = e_field - e_zero
rise_first = b_req**2 * rho2_mean / (8 * mass)
assert abs(rise_first / (rydberg / 2) - 1) < 1e-7
assert rise_first > 1.2 * rise > 0               # first order fails here
binding = b_req / (2 * mass) - e_field
assert binding > rydberg

print(f"effective mass m                      = {mass:.2f} electron masses")
print(f"dielectric constant kappa             = {kappa:.0f}")
print(f"donor Bohr radius                     = {bohr:.2f} bohr")
print(f"donor Rydberg                         = {rydberg:.5e} hartree")
print(f"common energy, twice the Rydberg      = {2*rydberg:.4e} hartree")
print(f"common energy, converted              = {2*rydberg*hartree_mev:.2f} meV")
print(f"required field, formula               = {b_req:.4e} a.u.")
print(f"required field, numerical root        = {roots[-1]:.4e} a.u.")
print(f"atomic unit of field                  = {tesla:.5e} T")
print(f"required field, converted             = {b_req*tesla:.2f} T")
print(f"magnetic length at this field         = {mag_length:.2f} bohr")
for other in (0.115, 0.125):
    print(f"required field for mass {other:.3f}         = "
          f"{field_formula(other, kappa)*tesla:.2f} T")
b_single = mass * rydberg
print(f"field for cyclotron = one Rydberg     = {b_single*tesla:.2f} T")
print(f"1s energy at required field           = {e_field:.4e} hartree")
print(f"1s energy / Rydberg                   = {e_field/rydberg:.4f}")
print(f"true rise of 1s / Rydberg             = {rise/rydberg:.4f}")
print(f"first-order rise / Rydberg            = {rise_first/rydberg:.4f}")
print(f"first-order rise / true rise          = {rise_first/rise:.3f}")
print(f"weak-field test, gamma                = {gamma_weak:.2f}")
print(f"true / first-order rise at that gamma = {ratio_weak:.4f}")
print(f"binding in field                      = {binding:.4e} hartree")
print(f"binding in field / Rydberg            = {binding/rydberg:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
effective mass m                      = 0.12 electron masses
dielectric constant kappa             = 16
donor Bohr radius                     = 133.33 bohr
donor Rydberg                         = 2.34375e-04 hartree
common energy, twice the Rydberg      = 4.6875e-04 hartree
common energy, converted              = 12.76 meV
required field, formula               = 5.6250e-05 a.u.
required field, numerical root        = 5.6251e-05 a.u.
atomic unit of field                  = 2.35052e+05 T
required field, converted             = 13.22 T
magnetic length at this field         = 133.33 bohr
required field for mass 0.115         = 12.14 T
required field for mass 0.125         = 14.35 T
field for cyclotron = one Rydberg     = 6.61 T
1s energy at required field           = -1.5524e-04 hartree
1s energy / Rydberg                   = -0.6623
true rise of 1s / Rydberg             = 0.3377
first-order rise / Rydberg            = 0.5000
first-order rise / true rise          = 1.481
weak-field test, gamma                = 0.05
true / first-order rise at that gamma = 0.9973
binding in field                      = 3.8961e-04 hartree
binding in field / Rydberg            = 1.6623
ALL CHECKS PASSED
```
